# Optimum effective mass for the saturated current of a ballistic transistor

## 1. Two masses, almost the same current

In a ballistic model with parabolic bands, a transistor channel with carrier mass 0.01 delivers $8.28\times10^{-6}$ atomic units of current per bohr of width. With mass 0.20, and the same gate insulator and gate overdrive, it delivers $8.22\times10^{-6}$. The mass has changed by a factor of twenty and the current by less than one per cent. Between them, at mass 0.05, the current is $1.163\times10^{-5}$, about 40% higher than either.

The current therefore rises with mass on one side and falls on the other. These notes derive both behaviours, locate the maximum, and establish when it exists.

Hartree atomic units are used, with $\hbar=e=m_e=1$ and $4\pi\varepsilon_0=1$. Masses are in electron masses, lengths in bohr and energies in hartree. Since $e=1$, a gate voltage and the electron energy it produces have the same numerical value. Currents are given as positive magnitudes.

## 2. The model at the top of the barrier

Electrons occupy one two-dimensional subband of a single isotropic valley, with spin degeneracy 2 and energy $k^2/(2m)$ above the subband edge. Along the channel the edge has a highest point, the top of the barrier. Carriers are not scattered, do not tunnel through the barrier, and are not reflected above it. At the top, states with $k_x>0$ are then filled by the source and states with $k_x<0$ by the drain.

Let $\eta$ be the source Fermi level minus the energy of the barrier top. The gate overdrive $V$ is the value $\eta$ would have if the channel held no charge. The gate couples to the barrier top through an oxide capacitance $C$ per area. An electron density $n$ there raises the electron energy by $n/C$, which lowers $\eta$:

$$\eta=V-\frac{n}{C}. \tag{1}$$

Coupling of the barrier to the drain is neglected. In comparing masses, $C$ and $V$ are held fixed; holding $V$ fixed means that any shift of threshold with mass has been compensated.

At first the temperature is zero and the drain is saturated: the drain Fermi level lies below the barrier top, so no electrons arrive from the drain.

## 3. Charge and current of a half disc

The source fills the half disc $k<k_F$, $k_x>0$, with $k_F=\sqrt{2m\eta}$. The density of states in $k$ space, spin included, is $2/(2\pi)^2$, and the half disc has area $\pi k_F^2/2$. Hence

$$n=\frac{2}{(2\pi)^2}\,\frac{\pi k_F^2}{2}=\frac{k_F^2}{4\pi}=\frac{m\eta}{2\pi}. \tag{2}$$

For the current per width $J$, each state is weighted by its forward velocity $k\cos\varphi/m$:

$$J=\frac{2}{(2\pi)^2}\int_0^{k_F}k\,dk\int_{-\pi/2}^{\pi/2}d\varphi\,\frac{k\cos\varphi}{m}.$$

The angular integral of $\cos\varphi$ is 2 and the radial integral of $k^2$ is $k_F^3/3$, so

$$J=\frac{1}{2\pi^2}\,\frac{2}{m}\,\frac{k_F^3}{3}=\frac{k_F^3}{3\pi^2m}. \tag{3}$$

Inserting $k_F^3=(2m\eta)^{3/2}=2\sqrt2\,m^{3/2}\eta^{3/2}$ gives

$$J=\frac{2\sqrt2}{3\pi^2}\,m^{1/2}\eta^{3/2}. \tag{4}$$

The mean forward velocity is the ratio of (3) to (2), $J/n=4k_F/(3\pi m)$.

Equations (3) and (4) describe the same current but suggest opposite conclusions. At fixed $k_F$, which means fixed charge, a heavier mass reduces the current. At fixed $\eta$ it increases the current. The electrostatics decides which quantity is held.

## 4. The gate divides its voltage

Differentiating (2) gives the quantum capacitance of the source-filled half,

$$C_Q=\frac{dn}{d\eta}=\frac{m}{2\pi}.$$

It is half the equilibrium value $m/\pi$, because the backward states are empty. Define

$$x=\frac{C_Q}{C}=\frac{m}{2\pi C}.$$

From (2), $n/C=x\eta$. Equation (1) becomes $V=\eta+x\eta$, so

$$\eta=\frac{V}{1+x},\qquad n=\frac{m}{2\pi}\,\frac{V}{1+x}. \tag{5}$$

The channel and the oxide act as two capacitors in series: $dn/dV=C_Q/(1+x)=CC_Q/(C+C_Q)$. The smaller one controls the charge. Substituting (5) into (4),

$$J=\frac{2\sqrt2}{3\pi^2}\,m^{1/2}\left(\frac{V}{1+x}\right)^{3/2}. \tag{6}$$

## 5. The two limits

**Quantum-capacitance limit, $x\ll1$.** Here $C_Q\ll C$ and $\eta\to V$. Nearly all the overdrive becomes kinetic energy, and

$$J\to\frac{2\sqrt2}{3\pi^2}\,V^{3/2}\,m^{1/2}.$$

The gate fixes the energy range that is filled. By (2) the density grows as $m$; the velocity at given energy falls as $m^{-1/2}$. Their product grows as $m^{1/2}$.

**Oxide-capacitance limit, $x\gg1$.** Here $C\ll C_Q$ and $\eta\to V/x=2\pi CV/m$. Then

$$J\to\frac{2\sqrt2}{3\pi^2}\,m^{1/2}\,\frac{(2\pi CV)^{3/2}}{m^{3/2}}=\frac{8}{3\sqrt\pi}\,\frac{(CV)^{3/2}}{m},$$

where the numerical factor follows from $2\sqrt2\,(2\pi)^{3/2}=8\pi^{3/2}$. The gate now fixes the charge, $n\to CV$, and therefore $k_F$. Additional mass adds almost no carriers and slows those present as $1/m$.

These limits already imply a maximum. The current (6) is positive and continuous in $m$, and it tends to zero at both ends, so it has a largest value at some finite mass. They do not show that there is a single stationary point, nor where it lies.

## 6. The optimum

Take the logarithm of (6). Since $x$ is proportional to $m$, $dx/d\ln m=x$, and

$$\frac{d\ln J}{d\ln m}=\frac12-\frac32\,\frac{x}{1+x}. \tag{7}$$

The fraction $x/(1+x)$ rises strictly from 0 to 1, so the exponent falls strictly from $1/2$ to $-1$ and crosses zero once. The crossing requires $3x=1+x$, or $x=1/2$:

$$m_{\rm opt}=\pi C,\qquad C_Q=\frac C2,\qquad \eta=\frac{2V}{3}. \tag{8}$$

At zero temperature and with a saturated drain, the optimum mass does not depend on the overdrive. Two thirds of $V$ goes into filling the band and one third drops across the oxide. In terms of the equilibrium quantum capacitance $m/\pi$, the condition is that it equals $C$.

The two limiting laws of Section 5 cross at $x=1$, which is twice the optimum mass. The maximum lies to the left of this crossing because the fall, with exponent $-1$, is steeper than the rise, with exponent $1/2$.

For the height of the maximum, put (8) into (6) and use $(2/3)^{3/2}=2\sqrt2/(3\sqrt3)$:

$$J_{\max}=\frac{2\sqrt2}{3\pi^2}\sqrt{\pi C}\;\frac{2\sqrt2}{3\sqrt3}\,V^{3/2}=\frac{8}{9\sqrt3\,\pi^{3/2}}\,\sqrt C\,V^{3/2}. \tag{9}$$

To find the width of the maximum, let $s=m/m_{\rm opt}$. Then $x=s/2$ and $1+x=(2+s)/2$, compared with $3/2$ at the optimum. Dividing (6) by its maximum gives

$$\frac{J}{J_{\max}}=\sqrt s\left(\frac{3}{2+s}\right)^{3/2}. \tag{10}$$

At half the optimum mass this ratio is 0.930, and at twice the optimum it is 0.919. A factor of two in mass costs 7 to 8% of the current in this model.

## 7. A worked example

For a flat insulator of relative permittivity $\kappa$ and thickness $t$, the capacitance per area is $\kappa\varepsilon_0/t$. With $\varepsilon_0=1/(4\pi)$,

$$C=\frac{\kappa}{4\pi t},\qquad m_{\rm opt}=\frac{\kappa}{4t}.$$

Take the round values $\kappa=4$, $t=20$ and $V=0.01$. They describe no particular material. Then

$$C=\frac{4}{4\pi\times20}=0.015915,\qquad m_{\rm opt}=\frac{4}{80}=0.05.$$

At this mass $\eta=\tfrac23\times0.01=0.006667$, leaving $0.003333$ across the oxide. The density is

$$n=C(V-\eta)=0.015915\times0.003333=5.305\times10^{-5}\ \text{bohr}^{-2},$$

or $1.89\times10^{12}\ \text{cm}^{-2}$. The prefactor in (4) is 0.09553, so

$$J=0.09553\times\sqrt{0.05}\times(0.006667)^{3/2}=1.163\times10^{-5},$$

or 1.455 mA/µm. Other masses, with the same $C$ and $V$, give:

| $m$ | $\eta$ | $n$ | $J$ | exponent |
|---|---|---|---|---|
| 0.01 | 0.00909 | $1.447\times10^{-5}$ | $8.280\times10^{-6}$ | 0.364 |
| 0.05 | 0.00667 | $5.305\times10^{-5}$ | $1.163\times10^{-5}$ | 0.000 |
| 0.20 | 0.00333 | $1.061\times10^{-4}$ | $8.222\times10^{-6}$ | −0.500 |
| 1.00 | 0.00091 | $1.447\times10^{-4}$ | $2.618\times10^{-6}$ | −0.864 |

The opening comparison can now be read off. From mass 0.01 to 0.20 the density rises by a factor of 7.3. The mean velocity $J/n$ falls from 0.572 to 0.0775, a factor of 7.4. The two changes nearly cancel.

The exponents in the table show that even masses of 0.01 and 1 do not reach the limiting laws. At $m=0.01$, $x=0.1$ and the exponent is 0.364, not 0.5. At $m=1$, $x=10$ and it is −0.864, not −1.

The optimum was also found by direct numerical maximization, with the charge and current integrated over $k$ states and (1) solved by root finding. That search, recorded in the numerical output, returns 0.05000.

## 8. How much drain bias is needed

Now let the drain Fermi level lie $V_D$ below that of the source. The drain fills backward states up to the energy $\delta=\eta-V_D$ above the barrier top, provided $\delta>0$. Both half discs contribute charge, and their currents subtract. In this unsaturated regime

$$V=\eta+x(\eta+\delta),\qquad J=\frac{2\sqrt2}{3\pi^2}\,m^{1/2}\left(\eta^{3/2}-\delta^{3/2}\right). \tag{11}$$

Replacing $\delta$ by $\eta-V_D$ in the first equation gives $V+xV_D=(1+2x)\eta$. Hence

$$\eta=\frac{V+xV_D}{1+2x},\qquad \delta=\frac{V-(1+x)V_D}{1+2x}. \tag{12}$$

The drain stops injecting when $\delta$ reaches zero, so saturation requires $V_D\ge V/(1+x)$.

At fixed mass, (12) shows that $\eta$ increases with $V_D$ while $\delta$ decreases. The current therefore rises until saturation, and the saturated current is its upper bound. At $m=\pi C$, where $x=1/2$, saturation needs $V_D\ge2V/3$. For every such bias the current at $\pi C$ equals $J_{\max}$. At any other mass it is at most the saturated value (6), which is smaller than $J_{\max}$. The optimum thus stays at $\pi C$ for all $V_D\ge2V/3$.

**Smaller drain bias.** Differentiating (12) with respect to $x$ gives the same result for $\eta$ and $\delta$, because they differ by the constant $V_D$:

$$\frac{d\eta}{dx}=\frac{d\delta}{dx}=\frac{V_D(1+2x)-2(V+xV_D)}{(1+2x)^2}=-\frac{2V-V_D}{(1+2x)^2}.$$

Let $S=\eta+\delta=(2V-V_D)/(1+2x)$ and $p=\sqrt{\eta\delta}$. The common derivative is then $-S/(1+2x)$. The logarithmic derivative of (11) contains the ratio

$$\frac{\sqrt\eta-\sqrt\delta}{\eta^{3/2}-\delta^{3/2}}=\frac{1}{\eta+\sqrt{\eta\delta}+\delta}=\frac{1}{S+p},$$

from factoring a difference of cubes. Therefore

$$\frac{d\ln J}{d\ln m}=\frac12-\frac32\,\frac{x}{1+2x}\,\frac{S}{S+p}. \tag{13}$$

For $x<1$ we have $x/(1+2x)<1/3$, and the last factor is at most 1, so this exponent is positive. If $V_D<2V/3$, the channel is unsaturated up to $x_s=V/V_D-1>1/2$. The current then rises at least up to the smaller of $x_s$ and 1, and both exceed $1/2$. The optimum has moved to a mass heavier than $\pi C$.

Where it lies depends on $x_s$. For $V/2\le V_D<2V/3$, $x_s$ is at most 1. The current rises up to $x_s$ and falls beyond it, where the channel is saturated and (7) applies. The maximum is then a kink at $x=x_s$, or $m=2\pi C(V/V_D-1)$, and is not found by setting (13) to zero.

For $V_D<V/2$, $x_s$ exceeds 1. As $x$ approaches $x_s$ from below, $p\to0$ and (13) tends to $(1-x_s)/(2+4x_s)$, which is negative. The current therefore peaks before saturation, at a zero of (13). There $3xS=(1+2x)(S+p)$, or $x=(S+p)/(S-2p)$. For $V_D=0.1V$ the numerical search finds the optimum at $m=0.570$, so $x=5.70$. Equation (12) then gives $\eta=0.1266V$ and $\delta=0.0266V$, hence $S=0.1532V$ and $p=0.0580V$. The condition returns $x\approx5.7$, as it should.

**Linear conductance.** As $V_D\to0$, $\eta^{3/2}-(\eta-V_D)^{3/2}\to\frac32\eta^{1/2}V_D$. The conductance per width is

$$G=\frac{J}{V_D}=\frac{\sqrt{2m\eta}}{\pi^2}=\frac{k_F}{\pi^2},\qquad \eta=\frac{V}{1+m/(\pi C)}.$$

The velocity has cancelled and $G$ depends on $k_F$ alone. Since $m\eta=V/(1/m+1/(\pi C))$ increases with $m$, the conductance rises monotonically towards $\sqrt{2\pi CV}/\pi^2$. In the example this ceiling is $3.204\times10^{-3}$, and at $m=5$ the conductance is $3.188\times10^{-3}$. At zero temperature the linear conductance has no optimum mass: its exponent, $1/(2+4x)$, falls from $1/2$ towards zero but never becomes negative.

At nonzero temperature, with $V_D\ll k_BT$, this fails for heavy masses, because the gas becomes nondegenerate. Source and drain then each supply about $n/2$, with mean velocity $\sqrt{2k_BT/(\pi m)}$, and the bias makes the two streams differ by a fraction $V_D/(k_BT)$. Hence $G\approx n/\sqrt{2\pi mk_BT}$. Since the oxide lets $n$ change only slowly with mass, the conductance falls again and has a maximum.

## 9. Finite temperature

Let $\theta=k_BT$ and $u=\eta/\theta$, with the drain still saturated. Define the normalized Fermi integrals

$$F_j(u)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{\varepsilon^j\,d\varepsilon}{1+e^{\varepsilon-u}},\qquad F_j'=F_{j-1}.$$

In particular $F_0=\ln(1+e^u)$ and $F_{-1}=F_0'=1/(1+e^{-u})$.

The integrals of Section 3 now carry the Fermi function. With $k\,dk=m\,dE$ and $\int_0^\infty\sqrt E f\,dE=\theta^{3/2}(\sqrt\pi/2)F_{1/2}$,

$$n=\frac{m\theta}{2\pi}F_0,\qquad J=\frac{\sqrt{2m}}{\pi^2}\int_0^\infty\!\sqrt E\,f\,dE=\frac{m^{1/2}\theta^{3/2}}{\sqrt2\,\pi^{3/2}}F_{1/2}.$$

Equation (1) becomes $V/\theta=u+xF_0$. Differentiating it with respect to $\ln m$ at fixed $V$ gives $du/d\ln m=-xF_0/(1+xF_{-1})$, and so

$$\frac{d\ln J}{d\ln m}=\frac12-\frac{F_{-1/2}}{F_{1/2}}\,\frac{xF_0}{1+xF_{-1}}. \tag{14}$$

A stationary point satisfies

$$x=\frac{1}{2F_0F_{-1/2}/F_{1/2}-F_{-1}}. \tag{15}$$

For large $u$, $F_0\to u$, $F_{-1}\to1$ and $F_{-1/2}/F_{1/2}\to3/(2u)$. Equation (15) then returns $x=1/(3-1)=1/2$.

**Light mass.** As $x\to0$ the exponent (14) tends to $1/2$ at any temperature.

**Very heavy mass.** Since $xF_0=V/\theta-u$, an increasing $x$ must drive $u$ to large negative values. All the $F_j$ then approach $e^u$, and $xe^u\approx V/\theta-u$. Equation (14) becomes

$$\frac{d\ln J}{d\ln m}\approx\frac12-\frac{xe^u}{1+xe^u}=-\frac12+\frac{1}{1+V/\theta-u}.$$

This tends slowly to $-1/2$, not to $-1$. The gas has become nondegenerate, with mean velocity $J/n=\sqrt{2\theta/(\pi m)}$. The current still falls, so a maximum still exists. The argument does not prove that it is the only stationary point at finite temperature.

The $1/m$ law therefore needs a degenerate gas as well as a dominant oxide. The conditions $x\gg1$ and $\eta\approx V/x\gg\theta$ combine to

$$2\pi C\ll m\ll 2\pi C\,\frac V\theta.$$

For $\theta=0.001$, or 316 K, the example gives 0.1 and 1.0 for the two ends. One decade leaves no room for both strong inequalities, so a clean $1/m$ range is not available at this temperature and overdrive.

At this overdrive, ten times $\theta$, the optimum is less sensitive. The search gives $m=0.0531$, in agreement with (15), and a current of 1.497 mA/µm. These are 6% and 3% above the zero-temperature values. The Sommerfeld expansion accounts for both shifts. To leading order $F_{1/2}$ gains a factor $1+\pi^2/(8u^2)$ and $F_{-1/2}$ a factor $1-\pi^2/(24u^2)$, so (15) becomes

$$x\approx\frac{1}{3[1-\pi^2/(6u^2)]-1}\approx\frac12\left(1+\frac{\pi^2}{4u^2}\right).$$

With the computed $u=6.53$ this leading term gives a mass shift of 5.8%, against 6.2% from the search; the remainder is of higher order in $1/u^2$. The factor in $F_{1/2}$ raises the current by 2.9%. The accompanying changes of $m$ and $\eta$ add nothing at this order: since $F_0\approx u$, they still obey $\eta=V/(1+x)$, and along that relation the remaining factor $m^{1/2}\eta^{3/2}$ is stationary at $x=1/2$.

## 10. When the capacitance follows the mass

In a real layer the distance of the charge from the insulator can depend on mass, and $C$ with it. Let $c=d\ln C/d\ln m$ at the operating point. Then $d\ln x/d\ln m=1-c$, and (7) is replaced by

$$\frac{d\ln J}{d\ln m}=\frac12-\frac32\,(1-c)\,\frac{x}{1+x}.$$

It vanishes when $3(1-c)x=1+x$, or $x=1/(2-3c)$, provided $c<2/3$. If a heavier mass draws the charge towards the gate, $c$ is positive and the stationary point moves to larger $x$. For constant $c\ge2/3$ the exponent would stay positive at every finite mass, and the optimum would disappear. This is a formal case. In a triangular well of fixed field, for example, the distance of the charge from the insulator scales as $m^{-1/3}$. That distance supplies only part of $1/C$, so at fixed field $c$ stays below $1/3$. When the channel charge itself sets the field, the distance scales as $(mn)^{-1/3}$; since $n$ grows at most as $m$, $c$ can then exceed $1/3$ and approaches $2/3$ from below for light masses. The term need not be small. With a semiconductor permittivity of 12, the field $4\pi n/12$ at the optimum of Section 7 puts the charge about 88 bohr from the insulator, equivalent to 29 bohr of the oxide against $t=20$. The total $C$ is then well below the oxide value, so the optimum lies at larger $x$ but at a lighter mass than 0.05, with a smaller current.

Two other omissions also limit the model. The probability of tunnelling through the source–drain barrier grows as the mass decreases, since the decay constant at a given barrier height is proportional to $\sqrt m$. Confinement energies scale as $1/m$ in a layer of given width, so higher subbands come closer as the mass increases; at the optimum of Section 7 the second subband of a hard-wall layer stays above $\eta$ only for widths below about 210 bohr. In a triangular well whose field comes from the channel charge the order is reversed: for permittivity 12 the spacing is below $\eta$ at $m=0.01$ and $0.05$ and above it at $m=0.20$, so one subband fails at the light end and at the optimum itself. Nonparabolic bands and scattering also change (4). Nonparabolicity matters most for light masses. A two-band estimate, with a gap of roughly $m\times20$ eV, gives about 0.2 eV at $m=0.01$, while $\eta$ in the table is 0.25 eV there. The parabolic band, and with it the $m^{1/2}$ law, is then unreliable. With $E(1+E/E_g)=k^2/(2m)$ and this gap, the current at $m=0.01$ is 11% higher and the near equality of Section 1 becomes a 14% difference, while the optimum moves only to $m\approx0.048$. The value $\pi C$ is the optimum of the one-subband ballistic model at zero temperature with a saturated drain, not a prediction for a particular semiconductor.

## Table of computed values

```
relative permittivity kappa            4.0
oxide thickness t                      20.0 bohr
oxide thickness t, converted           1.058 nm
gate overdrive V                       0.0100 hartree
gate overdrive V, converted            0.2721 eV
oxide capacitance C                    0.015915 a.u. per bohr^2
ZERO TEMPERATURE, SATURATED DRAIN
optimum mass, direct search            0.05000 m_e
optimum mass, pi*C                     0.05000 m_e
C_Q = m/(2 pi) at optimum              0.007958 a.u.
eta at optimum                         0.006667 hartree
oxide voltage drop at optimum          0.003333 hartree
density at optimum                     5.3052e-05 bohr^-2
density at optimum, converted          1.895e+12 cm^-2
current at optimum                     1.1627e-05 a.u. per bohr
current at optimum, converted          1.455 mA/um
J/J_max at half the optimum mass       0.9295
J/J_max at twice the optimum mass      0.9186
log slope at 1e-5 of optimum mass      0.5000
log slope at 1e4 of optimum mass       -0.9997
m (m_e)  eta (hartree)  n (bohr^-2)  J (a.u./bohr)  log slope
 0.01    0.009091       1.447e-05    8.2801e-06     +0.364
 0.02    0.008333       2.653e-05    1.0277e-05     +0.250
 0.05    0.006667       5.305e-05    1.1627e-05     -0.000
 0.10    0.005000       7.958e-05    1.0680e-05     -0.250
 0.20    0.003333       1.061e-04    8.2216e-06     -0.500
 0.50    0.001667       1.326e-04    4.5960e-06     -0.750
 1.00    0.000909       1.447e-04    2.6184e-06     -0.864
DRAIN BIAS, ZERO TEMPERATURE
optimum mass at drain bias 0.7 V       0.05000 m_e
optimum mass at drain bias 0.1 V       0.5697 m_e
linear conductance at m = 0.002 m_e    6.2837e-04 a.u. per bohr
linear conductance at m = 5.000 m_e    3.1882e-03 a.u. per bohr
heavy-mass conductance ceiling         3.2041e-03 a.u. per bohr
FINITE TEMPERATURE, SATURATED DRAIN
thermal energy theta                   0.0010 hartree
temperature, converted                 315.8 K
optimum mass, direct search            0.05309 m_e
optimum mass, Fermi-integral condition 0.05309 m_e
eta/theta at optimum                   6.532
current at optimum                     1.1964e-05 a.u. per bohr
current at optimum, converted          1.497 mA/um
log slope at 1e-5 of zero-T optimum    0.5000
log slope at 1e4 of zero-T optimum     -0.4407
nondegenerate formula for that slope   -0.4403
eta/theta at that heavy mass           -5.758
```
